# Oxygen Pressure and the Mott Potential of a Thin Oxide Film

## Problem

A metal is covered by an oxide film of thickness $X$ and relative permittivity $\varepsilon$. Oxygen gas at pressure $p$ reacts at the outer surface with electrons that have crossed the film from the metal:

$$\tfrac12\mathrm{O_2(gas)}+2e^-(\text{metal})\rightleftharpoons \mathrm{O^{2-}(surface)} .$$

The surface ions and the positive charge they leave on the metal set up a field in the oxide. Let $\phi_m$ be the electrostatic potential of the metal and $\phi_s$ that of the outer surface, averaged along the surface. The Mott potential is

$$V=\phi_m-\phi_s>0 .$$

The elementary charge is $e>0$, and $n$ is the number of surface ions per area. The reaction is in equilibrium and the gas is ideal.

(a) At fixed temperature and fixed $n$, by how much does $V$ change when the pressure rises tenfold at 300 K?

(b) What changes if the film thickness is fixed instead, and if the ions are treated as discrete charges?

(c) Up to what thickness can tunnelling supply the electrons that equilibrium requires?

For numbers, take oxygen raised from 1 to 10 Torr, $X=2$ nm, $\varepsilon=9$, an initial $V=1$ V and $10^{15}$ surface sites per cm². These are rough, round parameters in the regime of aluminium oxidized near room temperature to make a tunnel junction.

## First estimate by scaling

A pressure ratio changes the chemical potential of an ideal gas by $k_BT$ times the logarithm of that ratio. An electric potential that balances this energy through a charge of order $e$ must change by

$$\Delta V\sim\frac{k_BT}{e}\ln 10=25.85\ \text{mV}\times2.303\approx 60\ \text{mV}.$$

Scaling leaves open a numerical factor, which depends on how many electrons each molecule takes up.

For part (b), the ion density is needed. The film and its charges are neutral as a whole, so the average field outside vanishes and the field in the oxide is $V/X$. Gauss's law gives

$$2en=\varepsilon_0\varepsilon\frac{V}{X},\qquad V=\frac{2enX}{\varepsilon_0\varepsilon}. \tag{1}$$

The example has a field of 5 MV/cm, a surface charge of magnitude 3.98 μC/cm² and $n=1.24\times10^{13}$ cm$^{-2}$. The mean spacing is $a=n^{-1/2}=2.84$ nm.

Equation (1) shows what "fixed density" means. At fixed $X$ and $\varepsilon$, $V$ cannot change unless $n$ does. Part (a) therefore compares two films whose thicknesses are in the ratio of their Mott potentials. At fixed thickness, $n$ must follow $V$, and two further energies enter.

One is the thermal energy $k_BT$ that governs the entropy of the ions. Compared with the energy $2eV=2$ eV of an ion in the Mott potential, it is about 1%. The other is the repulsion of neighbouring ions. Two charges $-2e$ on the boundary between vacuum and oxide see the mean permittivity $(\varepsilon+1)/2$. Without the metal their energy at distance $r$ is $K/r$, with

$$K=\frac{4e^2}{2\pi\varepsilon_0(\varepsilon+1)}=1.152\ \text{eV nm}. \tag{2}$$

At $r=a$ this is 0.41 eV, or 20% of $2eV$. Discreteness may thus matter at the level of tens of per cent, with a sign that scaling does not give.

## Solution at fixed ion density

At constant temperature the chemical potential per gas molecule obeys $d\mu=(\text{volume per molecule})\,dp=k_BT\,dp/p$. Integration from a reference pressure $p^\circ$ gives

$$\mu_{\mathrm{O_2}}=\mu^\circ(T)+k_BT\ln\frac{p}{p^\circ}. \tag{3}$$

An electron in the metal has electrochemical potential $\mu_e-e\phi_m$. A surface ion has $\mu_i-2e\phi_s$, where $\mu_i$ contains everything except the average potential. Equilibrium requires equal sums on the two sides of the reaction:

$$\tfrac12\mu_{\mathrm{O_2}}+2(\mu_e-e\phi_m)=\mu_i-2e\phi_s .$$

Moving the potentials to the right gives

$$\mu_i+2eV=\tfrac12\mu_{\mathrm{O_2}}+2\mu_e. \tag{4}$$

The sign of $2eV$ is physical: two electrons are carried from the metal to a surface at lower potential, which costs energy. A constant dipole at an interface would add a constant to (4) and drop out of differences; a dipole carried by the ions themselves grows with $n$ and drops out only at fixed $n$.

Now assume that $\mu_i$ depends on $n$ and $T$ alone. At fixed $n$ and $T$, both $\mu_i$ and $\mu_e$ cancel when (4) is subtracted at two pressures:

$$2e\,\Delta V=\tfrac12k_BT\ln\frac{p_2}{p_1},$$

$$\boxed{\Delta V=\frac{k_BT}{4e}\ln\frac{p_2}{p_1}} \tag{5}$$

For a tenfold increase at 300 K,

$$\Delta V=\frac{25.85\ \text{mV}}{4}\times2.303=14.9\ \text{mV}.$$

The binding energy of the ion, the permittivity and the value of $V$ do not appear. The binding energy helps to determine $V$ itself through $\mu_i$, but it cancels in this difference. In the example, fixed density means that the second film is thicker by $2\ \text{nm}\times0.0149=0.03$ nm. This is less than an atomic layer, so the fixed-density derivative is a thermodynamic comparison and not a description of a film growing by whole layers.

The law was tested without using (3) or (4), by summing the statistical weights of all ion numbers in a closed box with 400 surface sites and either $10^6$ or $10^7$ molecules. The potential was adjusted to give the same mean coverage in both cases. The shift was 14.88 mV at coverages of both 0.1 and 0.4.

At 500 K the same pressure ratio gives 24.8 mV. This compares two pressures at 500 K; it is not the change of $V$ on heating, which also involves $\mu^\circ(T)$, $\mu_e$ and $\mu_i$.

## Fixed thickness, ions placed at random

Let $N$ ions occupy $M$ equivalent sites, with coverage $\theta=N/M$. There are $M!/[N!(M-N)!]$ arrangements. With Stirling's formula, the derivative of $-k_BT$ times the logarithm of this number with respect to $N$ is

$$k_BT\ln\frac{N}{M-N}=k_BT\ln\frac{\theta}{1-\theta}. \tag{6}$$

This is the part of $\mu_i$ that depends on coverage when the ions feel one another through the average potential alone. Its differential is

$$k_BT\left(\frac{d\theta}{\theta}+\frac{d\theta}{1-\theta}\right)=\frac{k_BT}{1-\theta}\frac{d\theta}{\theta}.$$

At fixed $X$, equation (1) gives $d\theta/\theta=dV/V$. The differential of (4) is then

$$2e\,dV+\frac{k_BT}{1-\theta}\frac{dV}{V}=\tfrac12k_BT\,d\ln p,$$

and therefore

$$\left(\frac{\partial V}{\partial\ln p}\right)_X=\frac{k_BT}{4e}\,\frac{1}{1+\dfrac{k_BT}{2eV(1-\theta)}}. \tag{7}$$

Here $\theta=0.0124$ and the correction in the denominator is $0.02585/(2\times0.9876)=0.013$. The shift falls from 14.9 to 14.7 mV. A sum over ion numbers that included the charging energy of the film gave the same 14.7 mV.

In the opposite limit of this mean-field model, $2eV\ll k_BT$ and $\theta\ll1$, equation (7) becomes $d\ln V=\tfrac12\,d\ln p$. Then $V$ and $n$ grow as $\sqrt p$, the law of mass action for dissociating molecules. At 1 V the charging energy suppresses this growth and leaves a logarithm.

## Discrete ions above a metal

Put a charge wave of amplitude $\sigma$ and wave number $k$ on the oxide surface $z=0$, with the metal at $z=-X$. The potential amplitude that solves Laplace's equation, vanishes on the metal and is continuous at $z=0$ is

$$A\frac{\sinh k(z+X)}{\sinh kX}\ \ (\text{oxide}),\qquad Ae^{-kz}\ \ (\text{vacuum}).$$

The jump of the displacement equals the surface charge: $\varepsilon_0Ak(\varepsilon\coth kX+1)=\sigma$. The energy of two ions thus has the Fourier transform

$$v(k)=\frac{4e^2}{\varepsilon_0k(1+\varepsilon\coth kX)}. \tag{8}$$

To return to real space, set $t=e^{-2kX}$ and $\rho=(\varepsilon-1)/(\varepsilon+1)$. Since $\coth kX=(1+t)/(1-t)$,

$$\frac{1}{1+\varepsilon\coth kX}=\frac{1}{\varepsilon+1}\frac{1-t}{1+\rho t}
=\frac{1}{\varepsilon+1}\left[1-(1+\rho)\sum_{m=1}^{\infty}(-\rho)^{m-1}t^m\right].$$

The function $e^{-kd}/k$ is the two-dimensional transform of $1/(2\pi\sqrt{r^2+d^2})$, as follows from the Coulomb potential of a point charge at height $d$. Hence

$$v(r)=K\left[\frac1r-(1+\rho)\sum_{m=1}^{\infty}\frac{(-\rho)^{m-1}}{\sqrt{r^2+(2mX)^2}}\right]. \tag{9}$$

The sum describes the images. At $r=0$ it gives the interaction of an ion with its own images. Because these images are induced in proportion to the charge, the energy is half the product of charge and image potential:

$$W=-\frac{K(1+\rho)}{4X}\sum_{m=1}^{\infty}\frac{(-\rho)^{m-1}}{m}
=-\frac{K(1+\rho)}{4X}\frac{\ln(1+\rho)}{\rho}. \tag{10}$$

With $\rho=0.8$ and $X=2$ nm, $W=-0.19$ eV.

For point ions placed at random anywhere in the plane, with no limit on how close they come, the other ions produce on average the potential of a smeared sheet, already counted in $V$. The new term in $\mu_i$ is $W$. At fixed $X$ it is constant, and (7) stands. If each ion holds a site of its own, as in (6), no other ion can lie on that site, and the mean energy from the others is $\theta\sum_{j\ne0}v(r_j)$, summed over all other sites. For a square array of $10^{15}$ sites per cm² this is 1.83 eV instead of $2eV=2$ eV. The difference of $-0.17$ eV is proportional to $n$, so at fixed $X$ the denominator of (7) becomes $1+0.013-0.086=0.927$ and the shift about 16 mV, above (5) rather than below it. At fixed $n$ this term is nearly independent of $X$ and can be left out. At fixed $n$, however, $X\propto V$ and $W\propto-1/V$, so $dW=|W|\,dV/V$. Equation (4) gives

$$\left(\frac{\partial V}{\partial\ln p}\right)_n=\frac{k_BT}{4e}\,\frac{1}{1+|W|/(2eV)}. \tag{11}$$

The denominator is 1.095 and the shift is 13.6 mV. The assumption that $\mu_i$ depends on $n$ and $T$ alone has failed: in the thicker film an ion is less strongly attracted to the metal.

Random placement is itself doubtful. The bare repulsion at the mean spacing is $K/a\approx16\,k_BT$. The images weaken it, but ions free to rearrange will still tend to avoid one another. The opposite limit is an ordered lattice.

## The ordered limit

Consider a square lattice of spacing $a$. The sum of $v(r)$ over lattice sites can be written as a sum of $v(k)$ over reciprocal-lattice vectors. Including the own-image energy and omitting the infinite bare self-energy, the energy per ion is

$$U=\frac12\left[n\sum_{\mathbf G}v(G)-\int\frac{d^2k}{(2\pi)^2}\frac{4e^2}{\varepsilon_0k(\varepsilon+1)}\right],$$

where the sum and integral are to be taken together with a common cutoff at large wave number. As $k\to0$, equation (8) tends to $4e^2X/(\varepsilon_0\varepsilon)$. The term $G=0$ is therefore $2e^2nX/(\varepsilon_0\varepsilon)=eV$, the energy per ion of the smeared sheet.

The other terms have $G\ge2\pi/a$. Here $2\pi X/a=4.4$, for which $\coth GX$ differs from 1 by less than 0.001. The metal then drops out of these terms, and $a$ is the one length left. The energy beyond the sheet must have the form

$$u=-\frac{cK}{a}. \tag{12}$$

A direct lattice sum using (9) gives $c=1.95$ and $u=-0.79$ eV. Making the film 1.5 times thicker at the same density changes $u$ by less than 0.001 eV. At 2 nm, $W=-0.19$ eV of this energy is the attraction of each ion to its own image. The rest is negative because each ion keeps the others away from itself, whereas a smeared sheet does not.

The energy per area beyond the sheet is $nu\propto n^{3/2}$. Its derivative with respect to $n$ adds $\tfrac32u$ to $\mu_i$. At fixed $n$ this term is nearly independent of $X$, and (5) holds again: the lattice calculation gives 14.9 mV.

At fixed $X$ the term changes. Since $u\propto n^{1/2}$,

$$d\left(\tfrac32u\right)=\tfrac34u\,\frac{dn}{n}=\tfrac34u\,\frac{dV}{V}.$$

Keeping the dilute entropy term $k_BT\ln n$ as a rough account of thermal disorder gives

$$\left(\frac{\partial V}{\partial\ln p}\right)_X=\frac{k_BT}{4e}\,\frac{1}{1+\dfrac{k_BT+\frac34u}{2eV}}. \tag{13}$$

The denominator is $1+(0.026-0.594)/2=0.716$, and $14.88/0.716=20.8$ mV. Solving for the full pressure decade with the lattice sum also gives 20.8 mV. Dropping the rough entropy term would raise the result by about 0.4 mV.

The increase has a simple cause in this model. When ions are added, the sheet energy opposes further ions, but the energy gained by avoidance becomes larger and offsets part of that opposition. More ions enter before equilibrium is restored. Equation (13) should not be carried to small $V$ at fixed $X$: the spacing then grows until $2\pi X/a$ is no longer large, and the metal no longer drops out of $u$.

## Supply of electrons

Take a metal-side barrier of 1.5 eV. The Mott potential raises the barrier towards the surface, so its mean height is $\Phi=1.5+0.5=2.0$ eV. For a constant barrier of this height and the free-electron mass $m_e$, the decay constant is $\kappa=\sqrt{2m_e\Phi}/\hbar=7.25$ nm$^{-1}$. An electron with wave number $k$ parallel to the film tunnels with probability of about $e^{-2X\sqrt{\kappa^2+k^2}}$. Each such channel contributes $2e^2/h$ times this probability to the conductance. With $q=\sqrt{\kappa^2+k^2}$ and $k\,dk=q\,dq$, the conductance per area is

$$\begin{aligned}
G_t&=\frac{2e^2}{h}\frac1{2\pi}\int_\kappa^\infty q\,e^{-2Xq}\,dq\\
&=\frac{2e^2}{h}\frac{\kappa}{4\pi X}\left(1+\frac1{2\kappa X}\right)e^{-2\kappa X}.
\end{aligned} \tag{14}$$

The capacitance per area is $\varepsilon_0\varepsilon/X$, so the recharge time is $\tau=\varepsilon_0\varepsilon/(XG_t)$. At 2 nm the exponent is $2\kappa X=29$ and $\tau\approx7$ ms. At 2.8 nm, $\tau$ reaches 1000 s. The 2 nm value corresponds to a resistance-area product of about $2\times10^{11}\ \Omega\,\mu$m², many orders above that of working aluminium junctions; with a mass of $0.4\,m_e$ it falls to about $6\times10^{6}\ \Omega\,\mu$m² and $\tau$ to about 0.2 μs.

This treats the surface as a good conductor that accepts every electron; slow attachment to oxygen would lengthen the time. At 2 nm, a barrier 10% higher raises the exponent by about 1.4 and the time about fourfold. For these parameters, including the free-electron mass, equilibrium is thus plausible at 2 nm on a scale of seconds, and doubtful near 3 nm. The mass matters greatly. Lower effective masses are often used for tunnelling in alumina, and with $0.4\,m_e$ the same estimate reaches 1000 s only near 4.4 nm. For direct tunnelling the thickness limit is therefore a few nanometres, not a sharp value. Conduction through defect states in the oxide is left out and could supply electrons through thicker films. Equilibrium also requires that ions leave the surface for the film more slowly than the reaction replaces them, which has not been calculated here.

## Comparison

The scaling estimate of 60 mV has the right dependence on temperature and pressure but is four times too large for O²⁻. The factor is the number of electrons taken up per molecule: two ions with two electrons each. If the surface ion were O⁻, the same argument would give $e\Delta V=\tfrac12k_BT\ln10$, or 30 mV; the sum over ion numbers confirms this value. For a molecular ion O₂⁻ no dissociation occurs, $e\Delta V=k_BT\ln10$, and the scaling estimate is correct as it stands.

For O²⁻ at 300 K, the shifts for one pressure decade are:

| Ion arrangement | Fixed $n$ | Fixed $X$ |
|---|---:|---:|
| Random, no exclusion | 13.6 mV | 14.7 mV |
| Random, one ion per site | 13.6 mV | 16 mV |
| Ordered | 14.9 mV | 20.8 mV |

The estimate that entropy matters at the 1% level agrees with (7). The estimate of 20% for repulsion has the right size: in the ordered film of fixed thickness, the reduction of the denominator is 28%, and the shift is 40% above (5). The fixed-$X$ entries assume point ions exactly on the oxide boundary. With the ions 0.1 nm above it, at the same $n$ and with $V$ taken across the oxide, the ordered shift falls to about 18 mV and the random shift without exclusion to about 10 mV. The random and ordered arrangements are limiting models. The true arrangement has not been computed, and the table does not prove that its shift lies between the entries.

For aluminium junctions, 2 nm is towards the thick end of the usual range, and a permittivity of 9 is close to that of bulk alumina; a thin amorphous film may have a lower value. The field is half of a rough breakdown field of 10 MV/cm, so the example is not far from the limit of an insulating film. Fixed ion density does not describe a quick pressure step in an oxidation run, after which the thickness is nearly unchanged. In the ordered model this moves the answer from 15 to 21 mV. A measured slope near 15 mV per decade would agree with (5) for O²⁻, but would not by itself establish the ion's charge or the validity of the fixed-density assumption.

The numerical output below lists the main values.

## Table of computed values

```
Temperature: 300 K
Oxygen pressures: 1 and 10 Torr
Thermal energy kT: 25.852 meV
ln(pressure ratio): 2.3026
Mott potential shift, fixed density: 14.88 mV
Exact sum, charge 2, coverage 0.1: 14.88 mV
Exact sum, charge 2, coverage 0.4: 14.88 mV
Exact sum, charge 1, coverage 0.1: 29.76 mV
Shift at 500 K: 24.80 mV
Film thickness: 2.00 nm
Relative permittivity: 9.0
Initial Mott potential: 1.00 V
Thickness increase at fixed density: 0.0298 nm
Oxide field: 5.00 MV/cm
Rough breakdown field: 10 MV/cm
Field / breakdown field: 0.50
Surface charge magnitude: 3.98 uC/cm2
Ion density: 1.243e+13 cm^-2
Site density: 1.0e+15 cm^-2
Ion coverage: 0.01243
Mean ion spacing: 2.836 nm
Bare pair-energy constant K: 1.1520 eV nm
Bare neighbour energy / kT: 15.71
Own-image energy W: -0.1904 eV
Lattice constant c in u=-cK/a: 1.9507
Zeta-function value of c: 1.9501
Ordered excess energy u: -0.7924 eV per ion
Same u, film 1.5 times thicker: -0.7922 eV per ion
Shift, random, fixed density: 13.60 mV
Shift, random, fixed thickness: 14.69 mV
Shift, ordered, fixed density: 14.91 mV
Shift, ordered, fixed thickness: 20.78 mV
Linear formula, last case: 20.79 mV
Metal-side barrier: 1.50 eV
Mean tunnel barrier: 2.00 eV
Tunnel decay constant: 7.245 nm^-1
Electron recharge time: 6.65e-03 s
Thickness for 1000 s recharge: 2.82 nm
```
